# Landau levels of bilayer graphene and the winding number: verification in Python

```python
"""Landau levels of the two-band model of Bernal bilayer graphene.

Result under test (valley K, basis A1, B2, electron charge -e, B > 0):
    H = -(1/2m) [[0, (pi^dagger)^2], [pi^2, 0]],  m = gamma1 / (2 v^2)
has levels +-hbar*omega_c*sqrt(n(n-1)), n >= 2, omega_c = e B / m, and two
zero modes, both on B2, as many as the winding number of H at zero field.
Symbols: v = in-plane velocity, gamma1 = interlayer dimer coupling,
v3 = trigonal-warping velocity, xi = guiding-centre distance / magnetic length,
a = -i (xi + d/dxi)/sqrt(2) = pi^dagger / sqrt(2 hbar e B),
lam = v3 sqrt(2 hbar e B) / (hbar omega_c).
"""
import numpy as np
from scipy.constants import e, h, hbar, m_e

velocity = 1.0e6          # m/s
gamma1 = 0.4              # eV
v3 = 0.1 * velocity       # m/s
mass = gamma1 * e / (2 * velocity**2)


def cyclotron_mev(field):
    return 1e3 * hbar * field / mass     # hbar e B / m, divided by e


def dirac_scale_mev(field):
    return 1e3 * velocity * np.sqrt(2 * hbar * e * field) / e


# --- Landau-gauge operators by fourth-order finite differences -------------
# Functions vanish outside the box; the image is kept on a wider grid, so the
# matrices are rectangular and the box edge cannot host false zero modes.
step, half_width = 0.04, 9.0
size = 2 * int(round(half_width / step)) + 1
xi = (step * (np.arange(size + 4) - (size + 3) / 2))[:, None]


def stencil(weights):
    return sum(w * np.eye(size + 4, size, k=offset - 2)
               for offset, w in zip(range(-2, 3), weights))


identity = stencil([0, 0, 1, 0, 0])
first = stencil([1, -8, 0, 8, -1]) / (12 * step)
second = stencil([-1, 16, -30, 16, -1]) / (12 * step**2)


def sublattice_levels(lam, count=7):
    """|E|/(hbar omega_c) found from B2 functions and from A1 functions."""
    plus, minus = xi * identity + first, xi * identity - first
    # (xi +- d)^2 f = xi^2 f +- 2 xi f' +- f + f''
    plus_sq = xi**2 * identity + 2 * xi * first + identity + second
    minus_sq = xi**2 * identity - 2 * xi * first - identity + second
    on_b = plus_sq / 2 + 1j * lam * minus / np.sqrt(2)    # -a^2 + lam a^dagger
    on_a = minus_sq / 2 - 1j * lam * plus / np.sqrt(2)    # its adjoint
    return [np.sort(np.linalg.svd(op, compute_uv=False))[:count]
            for op in (on_b, on_a)]


# The stencil weights above must differentiate correctly.
gauss = np.exp(-xi[2:-2, 0]**2 / 2)
assert np.allclose(first @ gauss, -xi[:, 0] * np.exp(-xi[:, 0]**2 / 2), atol=1e-5)

levels_b, levels_a = sublattice_levels(0.0)
n_all = np.arange(7)
formula = np.sqrt(n_all * (n_all - 1.0))
assert np.allclose(levels_b, formula, atol=1e-3)          # includes two zeros
assert np.allclose(levels_a[:5], formula[2:], atol=1e-3)  # no zero on A1
zeros_b, zeros_a = int(np.sum(levels_b < 1e-2)), int(np.sum(levels_a < 1e-2))

# --- Zero-field Hamiltonian: winding, Berry phase, orbital moment ----------


def winding(function, centre=0.0, radius=1.0, points=2000):
    angle = np.linspace(0, 2 * np.pi, points + 1)
    values = function(centre + radius * np.exp(1j * angle))
    return np.sum(np.angle(values[1:] / values[:-1])) / (2 * np.pi)


def bloch(h21, z, gap=0.0):
    return np.array([[gap, np.conj(h21(z))], [h21(z), -gap]])


def berry_phase(h21, points=600):
    states = [np.linalg.eigh(bloch(h21, np.exp(2j * np.pi * k / points)))[1][:, 1]
              for k in range(points)]
    loop = 1.0 + 0j
    for k in range(points):
        loop *= np.vdot(states[k], states[(k + 1) % points])
    return -np.angle(loop)


def moment_factor(gap):
    """Im <+|dH/dpx|-><-|dH/dpy|+>, proportional to the orbital moment."""
    z, d = 0.8 + 0.5j, 1e-3
    dx = (bloch(bilayer, z + d) - bloch(bilayer, z - d)) / (2 * d)
    dy = (bloch(bilayer, z + 1j * d) - bloch(bilayer, z - 1j * d)) / (2 * d)
    lower, upper = np.linalg.eigh(bloch(bilayer, z, gap))[1].T
    return np.imag(np.vdot(upper, dx @ lower) * np.vdot(lower, dy @ upper))


def bilayer(z):
    return -z**2


def monolayer(z):
    return z


def warped(z):            # momentum in units of 2 m v3
    return -z**2 + np.conj(z)


wind_two = winding(bilayer)
phase_two, phase_one = berry_phase(bilayer), berry_phase(monolayer)
assert abs(wind_two - 2) < 1e-9
assert abs(phase_two) < 1e-8 and abs(abs(phase_one) - np.pi) < 1e-8
assert abs(moment_factor(0.0)) < 1e-9 and abs(moment_factor(0.3)) > 1e-2
assert zeros_b - zeros_a == round(wind_two)

# --- Onsager rule with the computed Berry phase ----------------------------
n_pos = np.arange(2, 7)
onsager = (n_pos - 1) + 0.5 - phase_two / (2 * np.pi)
shift = levels_b[2:] - onsager
assert np.allclose(shift, -1 / (8 * (n_pos - 0.5)), atol=3e-3)

# --- Trigonal warping ------------------------------------------------------
field = 1.0
omega = cyclotron_mev(field)
lam = (v3 / velocity) * dirac_scale_mev(field) / omega
warp_b, warp_a = sublattice_levels(lam)
warp_zeros_b, warp_zeros_a = int(np.sum(warp_b < 1e-2)), int(np.sum(warp_a < 1e-2))
assert (warp_zeros_b, warp_zeros_a) == (2, 0) and warp_a[0] > 0.5
assert np.allclose(warp_b[2:], warp_a[:5], atol=2e-3)
wind_far = winding(warped, radius=5.0)
satellites = [np.exp(2j * np.pi * k / 3) for k in range(3)]
assert max(abs(warped(z)) for z in satellites) < 1e-12
wind_near = [winding(warped, c, 0.2) for c in [0.0] + satellites]
assert np.allclose(wind_near, [-1, 1, 1, 1]) and abs(wind_far - sum(wind_near)) < 1e-9

# --- Four-band model -------------------------------------------------------


def four_band(n, b_field):
    """Eigenvalues in meV on (A1 n-2, B1 n-1, A2 n-1, B2 n)."""
    s, g = dirac_scale_mev(b_field), 1e3 * gamma1
    block = np.diag([s * np.sqrt(n - 1), g, s * np.sqrt(n)], 1)
    block = block + block.T
    return np.linalg.eigvalsh(block if n > 1 else block[1:, 1:])


assert abs(four_band(1, field)[1]) < 1e-9
full_1 = np.array([four_band(n, 1.0)[2] for n in n_pos])
full_10 = np.array([four_band(n, 10.0)[2] for n in n_pos])
two_1 = omega * formula[2:]
two_10 = cyclotron_mev(10.0) * formula[2:]
first_order = (n_pos - 0.5) * omega / (1e3 * gamma1)
assert np.all(np.abs(full_1 / two_1 - 1 + first_order) < 3 * first_order**2)

# --- Output ----------------------------------------------------------------
print(f"velocity v = {velocity:.2e} m/s, gamma1 = {gamma1:.2f} eV, B = {field:.1f} T")
print(f"effective mass m = {mass / m_e:.5f} electron masses")
print(f"magnetic length = {1e9 * np.sqrt(hbar / (e * field)):.3f} nm")
print(f"hbar omega_c at 1 T = {omega:.4f} meV")
print(f"hbar omega_c at 10 T = {cyclotron_mev(10.0):.3f} meV")
print(f"states per area in one level, eB/h = {e * field / h * 1e-4:.4e} cm^-2")
print(f"all zero-energy states (2 valleys, 2 spins) = "
      f"{4 * zeros_b * e * field / h * 1e-4:.4e} cm^-2")
print("grid levels in units of hbar omega_c, then formula, Onsager, grid - Onsager:")
for i, n in enumerate(n_pos):
    print(f"  n={n}: {levels_b[n]:.4f}  {formula[n]:.4f}  {onsager[i]:.4f}  {shift[i]:+.4f}")
print(f"grid zero modes: on B2 = {zeros_b}, on A1 = {zeros_a}")
print(f"lowest grid level from A1 functions = {levels_a[0]:.4f} hbar omega_c")
print(f"winding number, bilayer = {wind_two:.3f}")
print(f"Berry phase modulo 2 pi, bilayer = {abs(phase_two) / np.pi:.3f} pi")
print(f"Berry phase modulo 2 pi, winding one = {abs(phase_one) / np.pi:.3f} pi")
print(f"warping: v3/v = {v3 / velocity:.2f}, lam = {lam:.4f}")
print("warping: windings at centre and satellites = "
      + ", ".join(f"{w:+.2f}" for w in wind_near))
print(f"warping: winding on the large circle = {wind_far:.3f}")
print(f"warping: zero modes on B2 = {warp_zeros_b}, on A1 = {warp_zeros_a}")
print(f"warping: lowest nonzero level = {warp_a[0]:.4f} hbar omega_c")
print("two-band and four-band levels in meV, relative difference in percent:")
for i, n in enumerate(n_pos):
    print(f"  1 T, n={n}: {two_1[i]:.3f}  {full_1[i]:.3f}  "
          f"{100 * (full_1[i] / two_1[i] - 1):+.2f} "
          f"(first order {-100 * first_order[i]:+.2f})")
for i in (0, 4):
    print(f"  10 T, n={n_pos[i]}: {two_10[i]:.2f}  {full_10[i]:.2f}  "
          f"{100 * (full_10[i] / two_10[i] - 1):+.1f}")
print("done: every assertion held")
```

It prints:

```
velocity v = 1.00e+06 m/s, gamma1 = 0.40 eV, B = 1.0 T
effective mass m = 0.03518 electron masses
magnetic length = 25.656 nm
hbar omega_c at 1 T = 3.2911 meV
hbar omega_c at 10 T = 32.911 meV
states per area in one level, eB/h = 2.4180e+10 cm^-2
all zero-energy states (2 valleys, 2 spins) = 1.9344e+11 cm^-2
grid levels in units of hbar omega_c, then formula, Onsager, grid - Onsager:
  n=2: 1.4142  1.4142  1.5000  -0.0858
  n=3: 2.4495  2.4495  2.5000  -0.0505
  n=4: 3.4641  3.4641  3.5000  -0.0359
  n=5: 4.4721  4.4721  4.5000  -0.0279
  n=6: 5.4772  5.4772  5.5000  -0.0228
grid zero modes: on B2 = 2, on A1 = 0
lowest grid level from A1 functions = 1.4142 hbar omega_c
winding number, bilayer = 2.000
Berry phase modulo 2 pi, bilayer = 0.000 pi
Berry phase modulo 2 pi, winding one = 1.000 pi
warping: v3/v = 0.10, lam = 1.1025
warping: windings at centre and satellites = -1.00, +1.00, +1.00, +1.00
warping: winding on the large circle = 2.000
warping: zero modes on B2 = 2, on A1 = 0
warping: lowest nonzero level = 1.2746 hbar omega_c
two-band and four-band levels in meV, relative difference in percent:
  1 T, n=2: 4.654  4.598  -1.21 (first order -1.23)
  1 T, n=3: 8.061  7.902  -1.98 (first order -2.06)
  1 T, n=4: 11.401  11.090  -2.73 (first order -2.88)
  1 T, n=5: 14.718  14.210  -3.45 (first order -3.70)
  1 T, n=6: 18.026  17.276  -4.16 (first order -4.53)
  10 T, n=2: 46.54  41.87  -10.0
  10 T, n=6: 180.26  134.67  -25.3
done: every assertion held
```
